# Penetration depth of the evanescent infrared field in attenuated total reflection

In attenuated total reflection, infrared light travels inside a transparent crystal and strikes one of its faces from within. A film growing on that face, or a gas above it, absorbs some of the light, although the beam is totally reflected when no absorber is present. This problem asks how far the field reaches beyond the crystal, what sets its strength, and how a thin deposited film samples it.

**Setting.** The crystal, of refractive index $n_1$, fills $z<0$. A medium of index $n_2<n_1$ fills $z>0$. Both are lossless, isotropic, nonmagnetic and thick enough to be treated as half-spaces. A plane wave of vacuum wavelength $\lambda$ arrives from the crystal at an angle $\theta$ to the normal, measured inside the crystal, with $0<\theta<90^\circ$. The plane of incidence is $xz$, so nothing depends on $y$. Fields carry the time factor $e^{-i\omega t}$; physical fields are real parts. The vacuum wavenumber is $k_0=2\pi/\lambda=\omega\sqrt{\mu_0\varepsilon_0}$.

## (a) One scalar equation for both polarizations

**Reduce Maxwell's equations to an equation for a single function, and find what is continuous at the face.**

**Solution.** In a medium of index $n$,

$$\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad \nabla\times\mathbf H=-i\omega\varepsilon_0n^2\mathbf E .$$

For s polarization the electric field is $(0,E_y,0)$. The $x$ and $z$ components of the first equation give

$$H_x=\frac{i}{\omega\mu_0}\partial_zE_y,\qquad H_z=-\frac{i}{\omega\mu_0}\partial_xE_y .$$

The $y$ component of the second equation is $\partial_zH_x-\partial_xH_z=-i\omega\varepsilon_0n^2E_y$. Inserting the two expressions and multiplying by $\omega\mu_0/i$ gives

$$\partial_x^2E_y+\partial_z^2E_y=-n^2k_0^2E_y .$$

For p polarization the magnetic field is $(0,H_y,0)$, and the second Maxwell equation gives

$$E_x=-\frac{i}{\omega\varepsilon_0n^2}\partial_zH_y,\qquad E_z=\frac{i}{\omega\varepsilon_0n^2}\partial_xH_y .$$

Inserting these into $\partial_zE_x-\partial_xE_z=i\omega\mu_0H_y$ leads to the same wave equation for $H_y$. With $F=E_y$ for s and $F=H_y$ for p,

$$\partial_x^2F+\partial_z^2F+n^2k_0^2F=0 .$$

The tangential components of $\mathbf E$ and $\mathbf H$ are continuous at the face. These are $E_y,H_x$ for s and $H_y,E_x$ for p. Therefore

$$F\quad\text{and}\quad \frac1g\,\partial_zF\quad\text{are continuous},\qquad g=\begin{cases}1&\text{(s)}\\ n^2&\text{(p)}.\end{cases}$$

## (b) The field outside the crystal

**Find how the field depends on $z$ in the outer medium. When does it decay, and over what length?**

**Solution.** The incident wave is $e^{i(k_xx+q_1z)}$ with

$$k_x=n_1k_0\sin\theta,\qquad q_1=n_1k_0\cos\theta .$$

Resolve the reflected and transmitted fields into components $e^{ipx}$. The continuity conditions hold at every $x$, so they hold for each $p$ separately. Suppose a component with $p\neq k_x$ had reflected amplitude $R$ and transmitted amplitude $T$. No incident wave has this $p$, so continuity requires

$$R=T,\qquad -\frac{q}{g_1}R=\frac{q'}{g_2}T
\quad\Rightarrow\quad\left(\frac{q}{g_1}+\frac{q'}{g_2}\right)T=0,$$

where $q=\sqrt{n_1^2k_0^2-p^2}$ and $q'=\sqrt{n_2^2k_0^2-p^2}$. Each root is positive real for a wave leaving the face, or positive imaginary for a field decaying away from it. Since $n_1\neq n_2$, they cannot both vanish, and the bracket is nonzero. Hence $T=R=0$, and the whole field varies along the face as $e^{ik_xx}$.

Write $F=f(z)e^{ik_xx}$ for $z>0$. The wave equation becomes

$$f''=(k_x^2-n_2^2k_0^2)f .$$

If $n_1\sin\theta<n_2$, the bracket is negative, $f$ oscillates, and a propagating wave carries power away. If $n_1\sin\theta>n_2$, the bracket is positive. Define

$$\gamma=\sqrt{k_x^2-n_2^2k_0^2}=k_0\sqrt{n_1^2\sin^2\theta-n_2^2}.$$

The general solution is $f=Te^{-\gamma z}+Ge^{\gamma z}$. The outer medium is unbounded and has no source at infinity, so $G=0$. The amplitude falls by a factor $e$ over $d_p=1/\gamma$:

$$\boxed{\,d_p=\frac{\lambda}{2\pi\sqrt{n_1^2\sin^2\theta-n_2^2}}\,,\qquad \sin\theta>\frac{n_2}{n_1}\,}$$

The condition is part of the result: exponential decay requires an angle above the critical angle $\theta_c=\arcsin(n_2/n_1)$. The wavelength here is the vacuum value, and $d_p$ refers to amplitude. Intensity varies as $e^{-2z/d_p}$ and has the 1/e depth $d_p/2$.

The physical reason for the decay is that the crystal imposes a variation along the face faster than a propagating wave in the outer medium can have. The wave equation then requires a negative $k_z^2$.

Two limits show the range. At grazing incidence, $\theta\to90^\circ$, the depth approaches its smallest value, $\lambda/(2\pi\sqrt{n_1^2-n_2^2})$. Near the critical angle put $\theta=\theta_c+\delta$. To first order in $\delta$,

$$n_1^2\sin^2\theta-n_2^2\simeq2n_1^2\sin\theta_c\cos\theta_c\,\delta
=2n_2\sqrt{n_1^2-n_2^2}\,\delta ,$$

because $n_1\sin\theta_c=n_2$ and $n_1\cos\theta_c=\sqrt{n_1^2-n_2^2}$. Thus $d_p$ grows as $\delta^{-1/2}$. A real beam has a spread of angles, so the plane-wave result ceases to describe it when $\delta$ is comparable to that spread.

## (c) Reflection and the field at the face

**Find the reflected and transmitted amplitudes. Is the outside field compatible with total reflection?**

**Solution.** Apart from the common factor $e^{ik_xx}$, the fields are $e^{iq_1z}+re^{-iq_1z}$ inside and $te^{-\gamma z}$ outside. Let $a=q_1/g_1$ and $b=\gamma/g_2$. Continuity gives

$$1+r=t,\qquad ia(1-r)=-bt .$$

Multiplying the second equation by $-i$ and using the first gives $a(1-r)=ib(1+r)$. Collecting $r$,

$$r=\frac{a-ib}{a+ib},\qquad t=1+r=\frac{2a}{a+ib}.$$

Numerator and denominator of $r$ are complex conjugates, so $|r|=1$. Yet

$$|t|^2=\frac{4a^2}{a^2+b^2}$$

is not zero. For s polarization, $a^2+b^2=k_0^2(n_1^2-n_2^2)$, and hence

$$|t_s|^2=\frac{4n_1^2\cos^2\theta}{n_1^2-n_2^2}.$$

This tends to 4 at the critical angle and to zero at grazing incidence. The angle therefore changes both the reach of the field and its strength, and $d_p$ alone does not determine the absorption signal.

## (d) Where the energy goes

**Find the power flow in the outer medium.**

**Solution.** Take p polarization. For $z>0$, $\partial_zF=-\gamma F$ and $\partial_xF=ik_xF$, so part (a) gives

$$E_x=\frac{i\gamma}{\omega\varepsilon_0n_2^2}F,\qquad E_z=-\frac{k_x}{\omega\varepsilon_0n_2^2}F .$$

The time-averaged fluxes are

$$\langle S_z\rangle=\tfrac12\mathrm{Re}(E_xH_y^*)=0,\qquad
\langle S_x\rangle=-\tfrac12\mathrm{Re}(E_zH_y^*)=\frac{k_x|F|^2}{2\omega\varepsilon_0n_2^2}.$$

The first vanishes because $E_x$ and $H_y$ are a quarter period out of phase. The instantaneous flux does not vanish. If $\psi$ is the phase of $Fe^{-i\omega t}$, the real fields are $H_y=|F|\cos\psi$ and $E_x=-\gamma|F|\sin\psi/(\omega\varepsilon_0n_2^2)$. Their product is

$$S_z=-\frac{\gamma|F|^2}{2\omega\varepsilon_0n_2^2}\sin2\psi .$$

Energy moves out and back twice per optical period. The peak normal flux is $\gamma/k_x$ times the mean flux along the face. For s polarization, $H_x=-i\gamma F/(\omega\mu_0)$ and $H_z=k_xF/(\omega\mu_0)$, which give the same zero mean and the same ratio.

## (e) What depth does an absorption measurement sample?

**Let the outer medium absorb weakly and uniformly. What share of the signal comes from $0<z<h$?**

**Solution.** Replace $n_2$ by $n_2+i\kappa$. The imaginary part of the relative permittivity is $\varepsilon''=2n_2\kappa$. The polarization current is $\mathbf J=-i\omega\varepsilon_0(\varepsilon-1)\mathbf E$, so the mean power dissipated per volume is

$$\tfrac12\mathrm{Re}(\mathbf J\cdot\mathbf E^*)=\tfrac12\omega\varepsilon_0\varepsilon''|\mathbf E|^2 .$$

To leading order in $\kappa$, the lossless field may be used here. This requires $n_2\kappa k_0^2\ll\gamma^2$, so that absorption barely changes $\gamma$. All components of $\mathbf E$ share the factor $e^{-\gamma z}$, and the share is

$$\frac{\int_0^h e^{-2z/d_p}dz}{\int_0^\infty e^{-2z/d_p}dz}=1-e^{-2h/d_p}.$$

The first $d_p/2$ supplies 63.2 % of the signal, the first $d_p$ supplies 86.5 %, and the first $1.5d_p$ supplies 95.0 %. The penetration depth is a decay length, not a boundary beyond which nothing is detected.

For s polarization the total loss also follows. The incident normal flux for unit amplitude is $q_1/(2\omega\mu_0)$, and the absorbed power per area is $\tfrac12\omega\varepsilon_0\varepsilon''|t_s|^2d_p/2$. Their ratio, which has relative corrections of first order in $\kappa$ and holds only while the loss is small, is

$$1-|r|^2\simeq\frac{k_0^2\varepsilon''|t_s|^2d_p}{2q_1}.$$

## (f) A deposited film between crystal and vacuum

**Insert a uniform film of thickness $h$ and index $n_f$, with flat parallel faces. What happens to the decay length and to the field strength?**

**Solution.** Both faces are unchanged by a shift along $x$, so the driven field keeps the same $k_x$. Beyond the film, $\gamma^2=k_x^2-n_2^2k_0^2$ is unchanged. The film therefore leaves the decay length in the outer medium unaltered.

The field strength does change. Inside the film $f''=\gamma_f^2f$, with $\gamma_f^2=k_x^2-n_f^2k_0^2$. At its outer face, continuity gives $f'/g_f=-bf$. Working back to the crystal to first order in $h$,

$$f(0)\simeq f(h)(1+g_fbh),\qquad \frac{f'(0)}{g_f}\simeq-f(h)\left(b+\frac{\gamma_f^2h}{g_f}\right).$$

At the crystal face $1+r=f(0)$, so $1-r=2-f(0)$ and $ia[2-f(0)]=f'(0)/g_f$. Hence

$$2ia=f(h)\left[ia-b+h\left(iag_fb-\frac{\gamma_f^2}{g_f}\right)\right].$$

Without the film, $2ia=t(ia-b)$. Dividing the two equations, taking the squared modulus and keeping first order in $h$,

$$\frac{|f(h)|^2}{|t|^2}\simeq1-\frac{2hb\,(a^2g_f+\gamma_f^2/g_f)}{a^2+b^2}.$$

This compares the top of the film with the bare crystal face. When $\gamma_f^2>0$, both terms in the bracket are positive, so the intensity is lower at the film top for either polarization.

For s polarization, $g_f=1$ and $b=\gamma$, so the drop across a very thin film is $f(h)/f(0)\simeq1-\gamma h$. To this order it is set by the outer medium's decay constant, not by $\gamma_f$, because the outer medium fixes the slope of the field.

Now let the film absorb weakly, with $\varepsilon''=2n_f\kappa$, while the outer medium is lossless. In the limit of small $h$, tangential $\mathbf E$ in the film equals its value at the bare face. The normal component obeys continuity of $n^2E_z$, so $|E_z|^2$ is multiplied by $(n_2/n_f)^4$. Dividing absorbed power by incident normal flux gives

$$A_s=\frac{k_0^2\varepsilon''h|t_s|^2}{q_1},$$

$$A_p=\frac{n_1^2\varepsilon''h|t_p|^2}{q_1}\left[\left(\frac{\gamma}{n_2^2}\right)^2+\left(\frac{k_x}{n_f^2}\right)^2\right].$$

For p, the incident flux is $q_1/(2\omega\varepsilon_0n_1^2)$. At leading order the signal is linear in film thickness, while its size depends on polarization and film index.

In the opposite limit the film is much thicker than the decay length. It then acts as the outer medium, and $n_2$ is replaced by $n_f$ in $d_p$. This requires $n_1\sin\theta>n_f$; otherwise the field does not decay in the film.

## (g) A silicon crystal during alumina deposition

**Evaluate the depth for $n_1=3.42$, $n_2=1.00$, $\theta=45^\circ$ and 2900 cm$^{-1}$. Then estimate what a film, a converging beam and a heated crystal change.**

**Solution.** The vacuum wavelength is $10^7/2900=3448.3$ nm. The critical angle is $17.00^\circ$, so the incidence is well above it. The steps are

$$n_1\sin\theta=2.4183,\qquad \frac{\gamma}{k_0}=\sqrt{2.4183^2-1}=2.2019,$$

$$d_p=\frac{3448.3\ \text{nm}}{2\pi\times2.2019}=249.2\ \text{nm}=0.2492\ \mu\text{m}.$$

The intensity depth is 124.6 nm. The peak normal flux is $2.2019/2.4183=0.910$ of the mean flux along the face. For a uniform weak absorber with $n_2=1$, the first 10 nm gives $1-e^{-20/249.2}=7.7\,\%$ of the signal.

The decay law was also tested by solving the layered wave equation on a grid, with the outer end closed by a load able to accept power. Both polarizations were treated for $(n_1,n_2,\theta)=(3.42,1.00,45^\circ)$, $(2.4,1.5,45^\circ)$ and $(4.0,1.33,30^\circ)$. The largest difference between fitted and predicted decay length was $5.2\times10^{-8}$ of the predicted value.

With indices and angle held fixed, $d_p$ is 344.2 nm at 2100 cm$^{-1}$ and 195.4 nm at 3700 cm$^{-1}$. Bands across one spectrum therefore sample different depths. At 2900 cm$^{-1}$ with the indices fixed, $d_p$ is 1605 nm at $18^\circ$, 396 nm at $30^\circ$ and 197 nm at $60^\circ$. The large first value reflects the nearby critical angle. It is a plane-wave value only: $18^\circ$ lies $1^\circ$ above $\theta_c$, so a beam spread of a few degrees, as considered below, would put part of the light below the critical angle.

**The film.** Take 10 nm of alumina with the rough index 1.60. The decay length in the vacuum above it remains 249.2 nm for both polarizations. The s field at the outer film face is 0.9609 of that at the inner face, close to the bare exponential, 0.9607, as part (f) leads one to expect. Relative to the bare crystal face, the intensity on the vacuum side of the film top is lower by 6.6 % for s and 2.4 % for p. A surface group carried upward by the growing film thus gives a slowly changing signal even if its number and absorption strength stay constant.

The normal-field intensity factor in a very thin film is $(1/1.60)^4=0.153$. This is a much larger effect than the change in decay over 10 nm. In the very thin limit, using the outside field for the film's p-polarized absorption would overstate its normal contribution by a factor of about 6.6. Across 10 nm the field in the film varies, and the factor is nearer 6.

For a thick lossless alumina film, $d_p$ becomes 302.7 nm, about 21 % above the vacuum value. Giving it a rough extinction index $\kappa=0.05$ shortens this by 0.068 %. The change is small because $\gamma_f^2$ becomes $\gamma_f^2+\kappa^2k_0^2-2in_f\kappa k_0^2$: its first-order part is imaginary, and the real part of the square root changes at second order in $\kappa$.

**Comparison with the real case.** Silicon internal-reflection crystals are used to follow alumina growth from trimethylaluminium and water, and the methyl C–H stretches lie near the chosen wavenumber. The indices are rough typical values. A real beam is not a single plane wave. A rough half-angle of $10^\circ$ before a normal entry facet becomes $2.91^\circ$ in the crystal, and the depths at the two edges in the plane of incidence are 266.1 and 235.3 nm, or about $+7\,\%$ and $-6\,\%$ from the central value. Heating the crystal by 200 K, with a rough index slope of $2\times10^{-4}$ K$^{-1}$, shortens $d_p$ by 1.4 %. At 1 Torr, vapour with a rough index excess of $1.3\times10^{-6}$ lengthens it by 0.27 parts per million. For the bare crystal, angular spread gives the widest range of depths, but it is nearly symmetric: averaged over a uniformly filled cone of this half-angle, $d_p$ moves by only a few tenths of a percent. Heating is therefore the largest net shift of the three, and a depth of about 250 nm is a sensible statement. Crystal absorption, surface roughness and index dispersion are not included. A dispersive silicon index, about 3.43 at 2900 cm$^{-1}$, would shorten the depths quoted at 2100, 2900 and 3700 cm$^{-1}$ by roughly 0.1, 0.3 and 0.6 %, so their last digits belong to the model index, not to silicon. The remaining values are in the numerical output.

## Calculated quantities

```
crystal index n1 (rough): 3.42
outside index n2: 1.00
internal angle: 45.0 deg
wavenumber: 2900 1/cm
vacuum wavelength: 3448.3 nm
critical angle: 17.00 deg
n1 sin(theta) = kx/k0: 2.4183
gamma/k0: 2.2019
penetration depth d_p (amplitude): 249.2 nm
intensity depth d_p/2: 124.6 nm
largest relative depth error, wave solver: 5.2e-08
peak normal flux / mean flux along face: 0.910
weak-absorber signal from first 10.0 nm: 7.7 %
weak-absorber signal from first 124.6 nm: 63.2 %
weak-absorber signal from first 249.2 nm: 86.5 %
weak-absorber signal from first 373.9 nm: 95.0 %
d_p at 2100 1/cm, same indices and angle: 344.2 nm
d_p at 3700 1/cm, same indices and angle: 195.4 nm
d_p at 18 deg, 2900 1/cm: 1605.1 nm
d_p at 30 deg, 2900 1/cm: 395.6 nm
d_p at 60 deg, 2900 1/cm: 196.9 nm
beam half-angle before normal entry facet (rough): 10.0 deg
beam half-angle inside crystal: 2.91 deg
d_p at lower edge of beam angles: 266.1 nm
d_p at upper edge of beam angles: 235.3 nm
heating above room temperature: 200 K
crystal index slope (rough): 2.0e-04 1/K
d_p change from heating: -1.39 %
vapour pressure: 1.0 Torr
vapour index minus one (rough): 1.3e-06
d_p change from vapour: 0.27 ppm
film thickness: 10.0 nm
film index (rough): 1.60
d_p in vacuum beyond film, s: 249.2 nm
d_p in vacuum beyond film, p: 249.2 nm
s-field ratio, outer/inner film face: 0.9609
bare exponential over same distance: 0.9607
vacuum-side intensity at film top vs bare face, s: -6.62 %
vacuum-side intensity at film top vs bare face, p: -2.36 %
normal-field intensity factor in very thin film: 0.1526
d_p in a thick lossless film: 302.7 nm
film extinction index on a band (rough): 0.05
thick-film d_p change from absorption: -0.068 %
```
